# Why cubic magnetocrystalline anisotropy starts at fourth order in spin–orbit coupling, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one second-order energy to the general rule

### The decision

A cubic magnetic insulator is a candidate barrier for a spin-filter memory element, and its magnetocrystalline anisotropy is wanted from a calculation. Two choices have to be made first. May spin–orbit coupling be treated by the convenient second-order formula, or must it be carried further? And how small an energy difference must the calculation resolve?

Both answers depend on the power of the spin–orbit constant $\zeta$ at which the energy begins to depend on the magnetization direction. For a nondegenerate ground state in a cubic crystal, the second-order formula gives zero anisotropy however well it is converged. The first order at which symmetry permits a direction dependence is the fourth. I start from the second-order energy, where each symmetry can be seen at work, and then extend the argument to order $k$.

### The model and the meaning of direction

Take the electrons of one magnetic ion, or of a finite piece of crystal, with

$$H(\mathbf n)=H_{\rm orb}+h\,\mathbf n\cdot\mathbf S+\zeta\sum_i\sum_a l_{ia}s_{ia}. \tag{1}$$

Here $i$ counts electrons and $a=x,y,z$ are crystal axes. The operators $\mathbf l_i$ and $\mathbf s_i$ are the orbital and spin angular momenta in units of $\hbar$, $\mathbf S=\sum_i\mathbf s_i$, and energies are in eV. $H_{\rm orb}$ contains the Coulomb repulsion and the crystal field. The exchange field of the neighbours has strength $h>0$ and a prescribed unit direction $\mathbf n$. With this sign the spin points along $-\mathbf n$. The sign will not matter, because the energy turns out to be even in $\mathbf n$.

The assumptions are these.

1. $H_{\rm orb}$ does not act on spin, so it commutes with every spin rotation.
2. $H_{\rm orb}$ is unchanged by time reversal.
3. $H_{\rm orb}$ has cubic symmetry, and the lattice is held fixed.
4. At $\zeta=0$ the ground state of (1) is nondegenerate and separated by a gap.

By the fourth assumption, in a finite state space the ground energy $E(\mathbf n)$ is analytic in $\zeta$ near zero:

$$E(\mathbf n)=E_0+\sum_{k\ge1}E_k(\mathbf n),\qquad E_k\propto\zeta^k .$$

Any identity that holds for all small $\zeta$ therefore holds for each $E_k$ separately.

It is awkward that $\mathbf n$ sits in the unperturbed part of (1). I move it by rotating the spins alone. Let $R$ be a proper rotation matrix with columns $\mathbf u,\mathbf w,\mathbf n$, where $\mathbf u\times\mathbf w=\mathbf n$. Let $U$ be the spin rotation for which $U^\dagger s_{ia}U=\sum_bR_{ab}s_{ib}$. The field term becomes

$$h\sum_{ab}n_aR_{ab}S_b=hS_z,$$

since $\mathbf n$ is orthogonal to the first two columns and has unit product with the third. $H_{\rm orb}$ is unchanged. Hence

$$U^\dagger H U=H_0+V,\qquad H_0=H_{\rm orb}+hS_z,$$

$$V=\zeta\sum_{ab}R_{ab}X_{ab},\qquad X_{ab}=\sum_i l_{ia}s_{ib}. \tag{2}$$

The spectrum is the same as before, but the direction now appears in the perturbation alone. The first index of $X_{ab}$ belongs to the crystal and the second to the spin frame.

### First order

Let $|0\rangle$ be the ground state of $H_0$. Then

$$E_1=\zeta\sum_{ab}R_{ab}\langle0|X_{ab}|0\rangle .$$

$H_0$ is unchanged by spin rotations about $z$, and $|0\rangle$ is nondegenerate, so such a rotation can only multiply it by a phase. The averages with $b=x$ or $y$ therefore vanish: a half turn about $z$ reverses their sign. What remains is $E_1=\zeta\sum_an_ac_a$ with $c_a=\langle0|X_{az}|0\rangle$.

Now use time reversal $\Theta$. It reverses $\mathbf l$ and $\mathbf s$, leaves their product alone and reverses $\mathbf S$:

$$\Theta H(\mathbf n)\Theta^{-1}=H(-\mathbf n),\qquad\text{so}\qquad E_k(-\mathbf n)=E_k(\mathbf n). \tag{3}$$

A function linear in $\mathbf n$ and also even must vanish, so $E_1=0$. This is the quenching of the orbital moment in this setting.

Equation (3) makes the energy even in $\mathbf n$. It does not make it even in $\zeta$, because time reversal leaves $\zeta$ alone. Odd orders in $\zeta$ survive in general.

The limit to test is the removal of time-reversal symmetry. For a $d^8$ ion with $\zeta=0.055$ eV and $h=0.06$ eV, I added a term $0.02$ eV times $L_z$ to $H_{\rm orb}$, with $\mathbf L=\sum_i\mathbf l_i$. This is a magnetic field that acts on orbital motion alone. The odd first-order energy, half the difference between $\mathbf n=[001]$ and $[00\bar1]$, is then $-4.4$ meV. Without this term the first-order energy is zero to rounding, even when the crystal field has low symmetry.

### Second order, written out

Define the reduced resolvent, with $m$ running over the excited states of $H_0$:

$$Q=\sum_{m\ne0}\frac{|m\rangle\langle m|}{E_0-E_m}. \tag{4}$$

The second-order energy is

$$E_2=\zeta^2\sum_{abcd}R_{ab}R_{cd}\,G_{ab,cd},\qquad G_{ab,cd}=\langle0|X_{ab}QX_{cd}|0\rangle .$$

As a tensor in the spin indices $b,d$, $G$ must be unchanged by rotations about $z$. The tensors of rank two with this property are the unit tensor in the $xy$ plane, the product $\hat z_b\hat z_d$ and the antisymmetric tensor $\epsilon_{bdz}$. Let their coefficients be $A_{ac}$, $B_{ac}$ and $C_{ac}$. The sums over $b,d$ then need three contractions:

$$u_au_c+w_aw_c=\delta_{ac}-n_an_c,$$

$$R_{az}R_{cz}=n_an_c,\qquad u_aw_c-w_au_c=\sum_e\epsilon_{ace}n_e. \tag{5}$$

The first holds because the columns of $R$ form a complete orthonormal set. The last is $\mathbf u\times\mathbf w=\mathbf n$ written in components. The result is

$$E_2=\zeta^2\Big[\sum_aA_{aa}+\sum_{ac}(B_{ac}-A_{ac})n_an_c+\sum_{ace}C_{ac}\epsilon_{ace}n_e\Big]. \tag{6}$$

The last term is odd in $\mathbf n$ and vanishes by (3). Without cubic symmetry, the second-order anisotropy is thus a quadratic form in $\mathbf n$.

With cubic symmetry, $A$ and $B$ are unchanged by rotating the orbital coordinates through any operation of the crystal. A half turn about $z$ reverses the $xz$ and $yz$ components, so they vanish. A half turn about $x$ removes $xy$. A threefold rotation about $[111]$ permutes the axes and makes the diagonal elements equal. So $A_{ac}=A\delta_{ac}$, $B_{ac}=B\delta_{ac}$, and

$$E_2=\zeta^2[3A+(B-A)\,\mathbf n\cdot\mathbf n]=\zeta^2(2A+B). \tag{7}$$

The energy itself is not zero. Its dependence on direction is, because a symmetric second-rank tensor in a cubic crystal is a multiple of the unit tensor.

The limit to test is a tetragonal crystal. Then the tensor has elements $q_\perp,q_\perp,q_\parallel$, and (6) gives a term $\zeta^2(q_\parallel-q_\perp)n_z^2$. For the $d^5$ ion of Part 2, a tetragonal field produces a second-order difference $E(001)-E(100)$ of $-1.8$ µeV. In the cubic field the second-order energies for 50 random directions agree within $2\times10^{-8}$ neV, which is rounding.

### Any order: how many factors of n?

At order $k$ the perturbed state is written $\psi=|0\rangle+\psi_1+\psi_2+\dots$ with each correction orthogonal to $|0\rangle$. Collecting terms of order $k$ in $(H_0+V)\psi=E\psi$ gives

$$(H_0-E_0)\psi_k+V\psi_{k-1}=\sum_{j=1}^kE_j\psi_{k-j}.$$

The product with $\langle0|$ removes the first term on the left and every term on the right except $j=k$. Acting with $Q$ instead turns the first term into $-\psi_k$ and removes $j=k$, since $Q|0\rangle=0$. Therefore

$$E_k=\langle0|V|\psi_{k-1}\rangle,$$

$$\psi_k=Q\Big[V\psi_{k-1}-\sum_{j=1}^{k-1}E_j\psi_{k-j}\Big]. \tag{8}$$

By induction, every term of $\psi_k$ and $E_k$ contains $V$ exactly $k$ times. So $E_k$ is a homogeneous polynomial of degree $k$ in the elements $R_{ab}$.

This is a polynomial in all three columns of $R$, while the energy can depend on $\mathbf n$ alone. The choice of $\mathbf u$ and $\mathbf w$ was free: turning them about $\mathbf n$ amounts to a spin rotation about $z$ in (2), which commutes with $H_0$ and leaves the spectrum unchanged. I may therefore average the polynomial over that angle $\gamma$. Put $\mathbf e_\pm=\mathbf u\pm i\mathbf w$. Under

$$\mathbf u\to\mathbf u\cos\gamma+\mathbf w\sin\gamma,\qquad \mathbf w\to-\mathbf u\sin\gamma+\mathbf w\cos\gamma,$$

they change by $\mathbf e_\pm\to e^{\mp i\gamma}\mathbf e_\pm$. The average keeps only products with equal numbers of $\mathbf e_+$ and $\mathbf e_-$. Each such pair is, from (5),

$$e_{+a}e_{-c}=\delta_{ac}-n_an_c-i\sum_e\epsilon_{ace}n_e. \tag{9}$$

Two factors of $R$ have become a polynomial of degree at most two in $\mathbf n$. Every remaining factor is a component of $\mathbf n$ itself. The result is the rank rule:

$$E_k(\mathbf n)\ \text{is a polynomial of degree at most }k\text{ in }\mathbf n. \tag{10}$$

Equivalently, it contains spherical harmonics of rank $l\le k$. By (3), terms of odd degree drop out. Orders 2 and 3 therefore contain at most a quadratic form, and orders 4 and 5 at most a quartic one.

This step has not used cubic symmetry, so it can be tested without it. I gave the $d^8$ ion a crystal field of low symmetry, with tensor components of a few hundredths of an eV, and evaluated (8) for 50 directions. Quadratic forms reproduce orders 2 and 3 to better than one part in $10^6$ of their spread over directions. At order 4 the best quadratic form misses by 9% of the spread, while a quartic form again succeeds to better than one part in $10^6$.

The derivation also covers a self-consistent mean-field energy, on conditions. The energy functional without spin–orbit coupling must be invariant under spin rotations, and a constraint must hold the magnetization along $\mathbf n$. Without spin–orbit coupling the constrained solution must be unique and collinear, so that spin rotations about $\mathbf n$ leave it unchanged. With the coupling it must vary analytically with the matrix $\zeta R$. The order-$k$ term is then again a homogeneous polynomial in $R$, and the averaging step applies unchanged.

### Cubic symmetry at degrees two, three and four

Rotate space and spin together by a crystal rotation $g$. $H_{\rm orb}$ and the scalar $\mathbf l\cdot\mathbf s$ are unchanged, while $\mathbf n$ becomes $g\mathbf n$. Hence $E_k(g\mathbf n)=E_k(\mathbf n)$.

Half turns about the cube axes reverse two components of $\mathbf n$ at a time. A monomial $n_x^pn_y^qn_z^r$ survives if $p,q,r$ are all even or all odd. Threefold rotations then equate monomials related by cyclic permutation.

At degree two this leaves $n_x^2+n_y^2+n_z^2=1$, which is constant. At degree three it leaves $n_xn_yn_z$. A fourfold rotation sends $n_x\to n_y$, $n_y\to-n_x$ and reverses the sign of this product, so the group $O$ forbids it. The smaller group $T$, which has no fourfold rotations, allows it, and there time reversal is needed to remove it. Inversion leaves the axial vector $\mathbf n$ unchanged, so $O_h$ behaves as $O$ and $T_h$ as $T$. In $T_d$ the fourfold rotation–reflection acts on $\mathbf n$ as a fourfold rotation, so that group also behaves as $O$.

At degree four the exponents cannot all be odd, since three odd numbers have an odd sum. Two combinations remain, $\sum_an_a^4$ and

$$s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2. \tag{11}$$

Squaring $\mathbf n\cdot\mathbf n=1$ gives $\sum_an_a^4=1-2s$, so a single independent function is left. Counting invariants from the traces of the rotation matrices agrees. For ranks 0 to 4 the numbers are 1, 0, 0, 0, 1 in $O$ and 1, 0, 0, 1, 1 in $T$.

The rule for the nondegenerate cubic case is therefore

$$E_1=0,\qquad E_2,\,E_3\ \text{independent of }\mathbf n,$$

$$E_4=\text{const}+K^{(4)}s. \tag{12}$$

Symmetry permits $K^{(4)}$ but does not say that it is large, or even nonzero. That needs a calculation.

## Part 2. The fourth-order term in an ion, and the limits of the rule

### What is carried over

The Hamiltonian is $H(\mathbf n)=H_{\rm orb}+h\,\mathbf n\cdot\mathbf S+\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$, with exchange field $h$ along the unit vector $\mathbf n$ and spin–orbit constant $\zeta$. The ground energy is expanded as $E_0+\sum_kE_k$, with $E_k\propto\zeta^k$. For a nondegenerate ground state, $E_k$ is an even polynomial in $\mathbf n$ of degree at most $k$. In a cubic crystal this makes orders 1 to 3 isotropic. Orders 4 and 5 can vary only through $s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$.

I define the anisotropy constant $K$ by $E=\text{const}+Ks$. The values $s=0$, $1/4$ and $1/3$ along $[100]$, $[110]$ and $[111]$ give

$$K=4[E(110)-E(100)],\qquad E(111)-E(100)=K/3. \tag{13}$$

From order 6 on, $n_x^2n_y^2n_z^2$ may also appear. It vanishes along $[100]$ and $[110]$, so the first formula in (13) does not pick it up. From order 8 on, $s^2$ is allowed as well and does enter that formula, but for the ion below the whole of order 8 contributes less than 0.1 neV.

### A ferric ion

The worked case is a high-spin Fe³⁺ ion, $3d^5$, on the octahedral site of a cubic spinel ferrite. Its five parallel spins give $S=5/2$ and one electron in each $d$ orbital, so the orbital state is nondegenerate. The parameters are rough typical values: Racah parameters $B=0.08$ eV and $C=0.40$ eV, cubic splitting $10Dq=1.6$ eV, $\zeta=0.055$ eV and $h=0.06$ eV. All 252 states of the shell are kept. Without field and spin–orbit coupling, the first other level lies 1.52 eV above the sextet.

Along $[100]$ the second-order energy is $-5.65$ meV and the third-order energy $-5.5$ µeV. Neither varies with direction beyond rounding. The contributions to $K$ begin at order 4:

$$K=-3477-757-3.2+0.8-0.1\simeq-4237\ \text{neV per ion}, \tag{14}$$

for orders 4 to 8. Diagonalizing the unrotated Hamiltonian gives the same $-4237$ neV. The fifth order is 22% of the fourth, which shows that odd orders in $\zeta$ do contribute.

The fifth order also bears on how a power law should be read. With $\zeta$ reduced to one half and then one quarter of its value, the direct energies give a power of 4.07 instead of 4. Keeping two orders, the expected excess is

$$\log_2\frac{1+0.218/2}{1+0.218/4}=0.07,$$

which accounts for it.

Negative $K$ makes $[111]$ the easy axis of this model. The full range of the anisotropy is $|K|/3=1.4$ µeV, compared with a second-order energy of 5.65 meV that shifts all directions alike. To obtain the range within 10%, energy differences must be good to about 0.14 µeV per ion.

For a nondegenerate ground state on a fixed cubic lattice, anisotropy can first appear at fourth order in $\zeta$, and for the ferric ion the calculation gives $K\simeq-4237$ neV. What remains is to compare this with a weak-field spin Hamiltonian, to see what small spin, lower symmetry, orbital degeneracy, lattice relaxation and temperature change, and to set the result beside a real barrier.
